# Bisection of Phase-Change RESET Current and Its Read-Noise Floor

Suppose a phase-change cell must be programmed to 200 kΩ, and the current of its melting pulse is found by bisection. In the model below, an ideal ohmmeter and 14 trials bring the cell to 200.00 kΩ if it is fully crystallised before every trial. If nothing is done between trials, the same search ends at 231.22 kΩ. If the cell is first driven to the highest resistance of the search range each time, it ends at 355.71 kΩ. The preparation decides whether there is anything to bisect.

A second failure remains even with the right preparation. A noisy reading can discard the half of the current range that contains the answer, and bisection never returns to a discarded half. More trials then locate the wrong current more finely.

## What a trial pulse does

A RESET pulse melts material next to a heater, and fast cooling leaves it as high-resistance glass. A SET pulse crystallises it again. Take the heater contact as a hemisphere of radius $a=20$ nm, inside a concentric heat sink of radius $L=100$ nm held at $T_0=300$ K. A fraction $f=0.5$ of the heat made in the heater resistance $R_h=2$ kΩ enters the phase-change material, so the inward power is $P=fR_hI^2$. Heat made in the material itself is neglected.

In steady state the same power crosses every hemisphere:

$$
P=-2\pi r^2\kappa\frac{dT}{dr}.
$$

Dividing by $2\pi\kappa r^2$ and integrating from $r$ to $L$, where $T=T_0$, gives

$$
T(r)-T_0=\frac{P}{2\pi\kappa}\left(\frac1r-\frac1L\right).
$$

The melt radius $u$ is where $T=T_m=900$ K:

$$
\frac1u-\frac1L=\frac{2\pi\kappa(T_m-T_0)}{fR_hI^2}.
$$

Melting starts at the current $I_m$ for which $u=a$. Write $g=1/a-1/L$. Then

$$
I_m^2=\frac{2\pi\kappa(T_m-T_0)}{gfR_h},\qquad
\frac1u-\frac1L=g\left(\frac{I_m}{I}\right)^2 .
$$

Here $g=0.05-0.01=0.04$ nm$^{-1}$. With $\kappa=0.5$ W/(m K), $I_m=217.08$ µA.

For the resistance, a shell of thickness $dr$ contributes $\rho\,dr/(2\pi r^2)$. The glass, of resistivity $\rho_a$, fills $a<r<u$; the crystal, of resistivity $\rho_c$, fills $u<r<L$. Let $x=(I_m/I)^2$. Since $1/u-1/L=gx$, subtraction from $g$ gives $1/a-1/u=g(1-x)$. Hence

$$
R=R_h+\frac{g}{2\pi}\left[\rho_a(1-x)+\rho_cx\right].
$$

Writing $\rho_cx=\rho_c-\rho_c(1-x)$ collects the current dependence:

$$
R(I)=R_{\rm set}+A\left[1-\left(\frac{I_m}{I}\right)^2\right],
$$

$$
R_{\rm set}=R_h+\frac{\rho_cg}{2\pi},\qquad
A=\frac{(\rho_a-\rho_c)g}{2\pi}.
$$

For $\rho_a=10$ Ω cm and $\rho_c=0.001$ Ω cm, $R_{\rm set}=2.064$ kΩ and $A=636.56$ kΩ. The law holds for $I\ge I_m$ and an initially crystalline cell. As a test, a finite-volume heat calculation and direct integration of the resistance at $1.05$, $1.2$ and $1.45\,I_m$ agreed with it to a relative error of $1.5\times10^{-6}$.

The target requires $x=1-(200-2.064)/636.56=0.689$, so $I=I_m/\sqrt{x}=261.51$ µA. The derivative $dR/dI=2AI_m^2/I^3$ gives the sensitivity

$$
\frac{d\ln R}{d\ln I}=\frac{2Ax}{R}
=\frac{2(636.56)(0.689)}{200}=4.39 .
$$

It is positive, as bisection needs. Near the target, a small relative change of current becomes a resistance change about 4.4 times as large.

## Why the initial state must be crystalline

Assume that old glass switches electrically to a conducting state when a pulse is applied; if it kept its resistance, the second trial of an unprepared search would need more than 50 V. Assume also that cooling is fast and that glass outside the new melt does not crystallise during the pulse. Then old glass survives a weaker pulse, and the glass radius changes by

$$
r_{\rm after}=\max(r_{\rm before},u(I)).
$$

After a full SET, $r_{\rm before}=a$, so the result depends on $I$ alone. After a full RESET at the upper search current, 325.62 µA, no smaller pulse changes the radius. Every reading is then 355.71 kΩ, apart from noise.

With no preparation, the first trial, at 271.35 µA, makes 231.22 kΩ. This is too high, so all later trials use smaller currents and leave the glass as it was. In this model, a trial that follows a high reading must therefore begin with a full SET. After a low reading the next current is larger and its melt covers the old glass, so the SET could be skipped; applying it before every trial is the simple rule that covers both cases. A full RESET also restores a definite state, but one that hides the effect of the trial pulse.

## Ten trials by hand

Let the search run from 217.08 to 325.62 µA. Errors are measured by $e=\ln(R/R_*)$, where $R_*$ is the target and $R$ the noise-free resistance. A percentage error below means $100e$, which is close to the ordinary relative error when small. A reading returns $\ln R+\eta$, with $\eta$ Gaussian, independent at each read, and of standard deviation $\sigma=2\%$.

One run began as follows.

- Trial 1: the midpoint is $(217.08+325.62)/2=271.35$ µA. The cell reads 224.99 kΩ, so the upper end moves down to 271.35 µA.
- Trial 2: the new midpoint, 244.215 µA, reads 135.77 kΩ. The lower end moves up.
- Trials 3 and 4: 257.783 µA reads low and 264.567 µA reads high. The bracket is now 257.783 to 264.567 µA and still contains 261.51 µA.
- Trial 5: at 261.175 µA the true resistance is 198.86 kΩ, slightly too low, but the reading is 203.79 kΩ. The upper end moves to 261.175 µA, and the correct current is lost.

At trial 5 the true distance from the target was $\ln(198.86/200)=-0.57\%$. The noise had to exceed $+0.57\%$ to reverse the decision, which has probability $\Phi(-0.57/2)\approx0.39$, where $\Phi$ is the standard normal distribution function. So close to the target, about two decisions in five are wrong, but such a mistake costs little by itself.

Trial 6 was less lucky. The true resistance was 193.09 kΩ, at distance $-3.52\%$, and the reading was 200.39 kΩ. The noise was $\ln(200.39/193.09)=+3.71\%$; a reversal at this distance has probability $\Phi(-3.52/2)\approx0.04$. The upper end moved down again, to 259.479 µA. The remaining trials all read low and climbed back towards that end, but could not pass it. After trial 10 the cell had 192.73 kΩ, an error of $-3.70\%$.

The final error nearly equals the distance of the trial that became the wrong upper end. This suggests a general bound.

## The general algorithm and a bound for any noise

Let $y(I)=\ln R(I)$ be continuous and increasing, and let $t=\ln R_*$ lie between its values at the ends of the initial bracket. Choose a verify band $\tau\ge0$ and a maximum number of trials $n$. Then repeat:

1. Apply a full SET, then a RESET pulse at the midpoint of the current bracket.
2. Read $z=y+\eta$.
3. If $|z-t|\le\tau$, stop.
4. If this was trial $n$, stop and leave the cell as it is.
5. If $z<t$, make the midpoint the new lower end; otherwise make it the new upper end.

Let $\Delta$ be the difference of $y$ between the ends of the bracket just before the last trial. Then

$$
|e|\le \max|\eta|+\max(\tau,\Delta),
$$

where the first maximum runs over the readings taken.

Suppose first that the last reading was accepted. Then $|e+\eta|\le\tau$, so $|e|\le\tau+|\eta|$.

Suppose instead that the run used all its trials without acceptance. Call the last bracket $[l,h]$ and its midpoint $m$. If $t$ lies between $y(l)$ and $y(h)$, then $y(m)$ lies there too, and $|e|\le\Delta$.

If $t<y(l)$, then $l$ cannot be an original end. It was a trial current whose reading fell below the target, so $y(l)+\eta<t$, or $y(l)-t<-\eta\le|\eta|$. Therefore

$$
0<e=[y(m)-y(l)]+[y(l)-t]\le\Delta+|\eta| .
$$

The case $t>y(h)$ is the same with signs reversed, which completes the proof. No Gaussian assumption was used.

In the run above, the largest noise was 3.71%, and the last bracket spanned $\ln(193.09/192.36)=0.38\%$. The bound is 4.09%, and the error was 3.70% in magnitude.

For Gaussian noise the bound also controls large errors. An error above $3\sigma+\max(\tau,\Delta)$ requires at least one reading with $|\eta|>3\sigma$. Adding the probabilities for $n$ readings gives

$$
P\left(|e|>3\sigma+\max(\tau,\Delta)\right)\le2n\Phi(-3).
$$

For $n=12$ the right side is 3.24%. With $\tau=0$, $\sigma=2\%$ and random targets from 100 to 300 kΩ, simulation found 0.015%, which is only six of 40000 runs. The proof shows why the bound is so loose. It counts a noise value above $3\sigma$ at any trial, but with $\tau=0$ so large an error needs more: the noise must reverse the decision at a trial that is itself more than $3\sigma$ from the target. A large noise value at a nearer trial cannot by itself produce such an error, and at a much more distant trial $3\sigma$ is not enough to reverse the decision.

## From one decision to the rms error

Let $d=y-t$ be the true distance at a trial. The search moves up if $d+\eta<-\tau$ and down if $d+\eta>\tau$. For Gaussian noise,

$$
p_{\rm up}=\Phi\left(\frac{-\tau-d}{\sigma}\right),\qquad
p_{\rm down}=\Phi\left(\frac{d-\tau}{\sigma}\right),
$$

and the acceptance probability is $p_{\rm acc}=1-p_{\rm up}-p_{\rm down}$.

With two trials and $\tau=0$ there are two possible final states. Let their distances be $d_-$ after a downward move and $d_+$ after an upward one. Then

$$
\langle e^2\rangle=
\Phi(d/\sigma)d_-^2+\Phi(-d/\sigma)d_+^2 .
$$

For $n$ trials, let $q_j$ be the probability of reaching trial point $j$ of the bisection tree, the product of the decision probabilities leading to it. Then

$$
\langle e^2\rangle=
\sum_{\text{before last}}q_jp_{{\rm acc},j}d_j^2
+\sum_{\text{last}}q_jd_j^2 .
$$

The last sum has no acceptance factor because the final state is kept in either case. The sum of all $q_j$ is the mean number of trials.

Averaged over targets uniform in $\ln R$ between 100 and 300 kΩ, with $\tau=0$ and $\sigma=2\%$, the rms errors are:

| Trials | No noise (%) | With noise (%) |
|---:|---:|---:|
| 6 | 2.53 | 3.20 |
| 8 | 0.62 | 1.81 |
| 10 | 0.16 | 1.49 |
| 12 | 0.04 | 1.41 |
| 14 | 0.01 | 1.39 |

Direct simulation of the cell with 12 trials gave 1.412%, against 1.411% from the tree.

## Why a floor appears, and how it is approached

Successive trial currents differ by steps that halve each time. They therefore converge for every sequence of noise values, and so does the final error. Its mean square cannot be zero: whatever the target, there is a positive chance that the first two decisions both lead away from it, and later ones cannot then return to it.

The size of the floor follows from scaling. Treat $y$ as linear in $I$ over the bracket, and let $W$ be the bracket's width in $y$. The decision probabilities contain only $d/\sigma$. Measuring all distances in units of $\sigma$ therefore gives, after averaging over targets,

$$
e_{\rm rms}\to c\,\sigma ,
$$

where $c$ can depend only on $W/\sigma$ and on how the targets are spread over the bracket.

Doubling a wide range adds one trial at its centre. That trial is likely to err only for targets within a few $\sigma$ of the centre, a fraction of order $\sigma/W$, and such mistakes cost errors of order $\sigma$. This estimate says that $c$ settles down under repeated doubling, though it may still vary between one doubling and the next. For targets spread evenly over the bracket, $W/\sigma$ between 64 and 128, and 12 or 13 trials, the calculation gave $e_{\rm rms}/\sigma=0.692$ to $0.700$. These ratios still lie slightly above the limit $c$, because the number of trials is finite.

The approach to the floor is slower than the noise-free column suggests. Consider one additional trial when the next step in $y$ is $\pm\delta$. A state at distance $d$ moves to $d-\delta$ with probability $\Phi(d/\sigma)$, and otherwise to $d+\delta$. Expanding both squares gives

$$
\langle d'^2\rangle
=d^2+\delta^2-2\delta d\left[2\Phi(d/\sigma)-1\right].
$$

The factor in square brackets has the sign of $d$, so the last term is an improvement. For $\delta\ll\sigma$ and typical $d$ of order $\sigma$, it is linear in $\delta$ and outweighs $\delta^2$. The remaining improvement in mean square thus roughly halves with each trial, whereas the noise-free mean square falls by a factor of about four.

The table agrees. From 10 to 12 trials the mean square falls by $1.492^2-1.411^2=0.235$ (in squared percent), and from 12 to 14 by $1.411^2-1.391^2=0.056$. The ratio is about four for two trials. Continuing this geometric series leaves a further decrease of about $0.056/3=0.019$, so the estimated floor is $\sqrt{1.391^2-0.019}\approx1.38\%$.

The same argument explains a small drift in the cell results at 13 trials, where $e_{\rm rms}/\sigma$ is 0.718 for $\sigma=0.5\%$ and 0.695 for $\sigma=4\%$. The quieter reader needs more trials before its bracket is equally small compared with its noise.

## What the verify band buys

With at most 12 trials and $\sigma=2\%$, a band of $\tau=0.5\sigma$ gives an rms error of 1.61% after 7.0 trials on average. It accepts 93.7% of runs; the others stop at the trial limit. For $\tau=\sigma$ the figures are 1.90% and 5.3 trials, and for $\tau=2\sigma$ they are 2.66% and 4.0 trials.

The band thus trades accuracy for time. It can still do better than a fixed count: the narrowest of these bands has a smaller error than 8 trials without a band, 1.81%, and uses fewer trials on average. Acceptance does not certify the true resistance to within $\tau$, because the accepted reading contains its own noise.

## Which noise averaging can remove

If $M$ independent readings are averaged after each pulse, their variances add and the sum is divided by $M^2$. The noise variance becomes $M\sigma^2/M^2=\sigma^2/M$, so the floor becomes $c\sigma/\sqrt M$.

Slow noise behaves differently. Let an offset $b$, with zero mean and standard deviation $s$, stay fixed throughout a run. A reading $y+b+\eta$ compared with $t$ gives the same decision as $y+\eta$ compared with $t-b$. If $\varepsilon(t-b)$ is the error of the white-noise search for this shifted target, the actual error is

$$
e=-b+\varepsilon(t-b).
$$

Squaring and averaging gives

$$
\langle e^2\rangle=s^2+\langle\varepsilon^2\rangle
-2\langle b\,\varepsilon(t-b)\rangle .
$$

Over a target range much wider than $s$, shifting the targets by $b$ changes the average of $\varepsilon$ only through the edges of the range. Apart from that edge effect, the cross term is proportional to $\langle b\rangle=0$. Hence

$$
e_{\rm rms}^2\simeq s^2+\frac{c^2\sigma^2}{M}.
$$

For $s=1\%$, $\sigma=2\%$ and 12 trials, one reading per trial gives $\sqrt{1.00^2+1.411^2}=1.73\%$. For four and sixteen readings the white parts after 12 trials are 0.719% and 0.373%. They lie slightly above $1.411/\sqrt M$, which is 0.706% and 0.353%, because a quieter reader is further from its floor after the same number of trials. The totals are $\sqrt{1.00^2+0.719^2}=1.23\%$ and $\sqrt{1.00^2+0.373^2}=1.07\%$. Direct simulations gave 1.74%, 1.24% and 1.07%. Further averaging cannot remove the frozen 1%. These are limits of plain bisection; a method that combines all readings through a known current law is a different estimator.

## Beside a real cell

The parameters are round values for a model of a chalcogenide mushroom cell, and the results depend strongly on the glass resistivity. At 100 instead of 10 Ω cm, the 200 kΩ target lies only 1.6% above $I_m$, the sensitivity rises from 4.39 to about 62, and 12 trials leave an rms error of about 1.8% instead of 1.41%. With the values used here, the model heater reaches 1171 K at the target current and would reach 1650 K at the upper search limit. Both lie well above the melting temperature, and the model assumes without check that the material properties stay constant up to there. Several neglected effects can exceed the read-noise floor, for rough assumed inputs:

- Drift as time to the power 0.05 raises $R$ by about 12% per decade of time.
- An activation energy of 0.25 eV changes the glass resistance by about 3% per kelvin.
- Pulse-current jitter of 0.5% gives $0.5\times4.39\approx2.2\%$ in $R$ for a single pulse. It acts on the final pulse too, so averaging reads does not remove it. It also misleads earlier decisions: with ideal reads, 12 trials and targets from 190 to 210 kΩ, the rms error of the whole search is about 2.7%.
- Joule heat in the material raises $R$ at the target current by about 9%, if the melt conducts like the crystal. When repeatable, it only changes the curve being searched.
- Regrowth of 1 nm of crystal during cooling lowers $R$ by about 12%. If reproducible and monotonic, it only changes the curve being searched; if it varies between pulses, it is a programming error.

Johnson and shot noise, at 0.05 V and 1 MHz bandwidth, are each about 0.1% of the reading, so the assumed 2% must represent other fluctuations. Real glass may also partly crystallise during a weaker pulse, which softens the $\max$ rule and the failure after full RESET. The accuracy derived here therefore refers to the resistance at the time and temperature of verification, with repeatable pulses. The remaining estimates are in the numerical output below; there, the Joule heat of the crystal is compared with the share $fR_hI^2$ of the heater's heat that enters the material.

## Values computed for the example and the checks

```
radii heater, sink: 20, 100 nm
thermal conductivity: 0.50 W/(m K)
melting, ambient temperature: 900, 300 K
resistivity glass, crystal: 10.0, 0.001 ohm cm
heater 2.0 kohm, heat share 0.50
I_m 217.08 uA, upper current 325.62 uA
R_set 2.064 kohm, A 636.56 kohm
cell law, largest relative error: 1.5e-06
target 200 kohm at 261.51 uA
cap radius 26.62 nm, dlnR/dlnI 4.386
final R, noise-free, by preparation (kohm): set 200.00, reset 355.71, none 231.22
white noise 2.0 %, frozen offset 1.0 %
one noisy run: trial, I (uA), true R, read R (kohm)
   1  271.350   231.22   224.99
   2  244.215   135.66   135.77
   3  257.783   187.21   184.22
   4  264.567   210.06   211.19
   5  261.175   198.86   203.79
   6  259.479   193.09   200.39
   7  258.631   190.17   194.98
   8  259.055   191.63   191.69
   9  259.267   192.36   199.14
  10  259.373   192.73   195.79
final error of this run: -3.70 %
trials, rms error without and with white noise (%)
   4    8.994    9.216
   6    2.528    3.204
   8    0.615    1.809
  10    0.155    1.492
  12    0.041    1.411
  14    0.010    1.391
12 trials, simulated rms: 1.412 %
linear c, min-max: 0.6923-0.6995
cell rms/sigma at sigma: 0.5% 0.718, 1.0% 0.705, 2.0% 0.699, 4.0% 0.695
tail beyond 3 sigma+span: 0.015 %, bound 3.24 %
band/sigma, rms error (%), mean trials, accepted (%)
  0.0   1.411  12.000    0.00
  0.5   1.612   7.022   93.69
  1.0   1.901   5.297   99.79
  2.0   2.659   4.013  100.00
reads, white part, total formula, total simulated (%)
   1   1.411   1.730   1.737
   4   0.719   1.232   1.237
  16   0.373   1.067   1.070
drift (exponent 0.05): 11.5 % per decade
ambient (0.25 eV): 3.22 % per K
current jitter 0.5 %: 2.19 % in R
Johnson, shot noise (0.05 V, 1 MHz): 0.115, 0.113 %
peak read field 0.099 MV/cm; conductivity factor (5 nm traps) 1.162
crystal Joule heat / heater heat: 6.4 %
regrowth 1.0 nm: -12.4 % in R
thermal delay (1.3 J/(cm3 K)): 1.69 ns
heater temperature at target, upper current: 1171, 1650 K
```
